# Steady Vacancy Accumulation in a Blocked Film and the Thermal Length

**Q:** A film under bias carries a field, and its vacancies are charged. Why should the vacancy current vanish rather than settle at some constant value?

**A:** Because the vacancies cannot leave. Let the film occupy $0\le x\le L$, with the cathode at $x=0$. Both faces block vacancies, though they may pass electrons. Let $n(x,t)$ be the number of vacancies per volume and $J$ their number flux, positive toward increasing $x$. Vacancies are neither created nor destroyed, so

$$\frac{\partial n}{\partial t}=-\frac{\partial J}{\partial x},\qquad J(0,t)=J(L,t)=0.$$

In a steady state the left side is zero and $J$ is independent of $x$. Since it vanishes at the faces, it vanishes everywhere. An electronic leakage current may still flow.

**Q:** Then what balances the drift?

**A:** Diffusion. Each vacancy has charge $+ze$, with $z>0$ and $e$ the elementary charge. The macroscopic field inside the film has constant magnitude $F$ and points toward the cathode, so the drift velocity is $-\mu F$, where $\mu>0$ is the mobility. With diffusion coefficient $D$,

$$J=-D\frac{dn}{dx}-\mu F n .$$

Setting $J=0$ and dividing by $Dn$ gives

$$\frac{1}{n}\frac{dn}{dx}=-\frac{\mu F}{D},\qquad n(x)=n(0)e^{-x/\ell},\qquad \ell=\frac{D}{\mu F}.$$

Four assumptions enter. The vacancies are dilute, their own space charge does not alter $F$, all sites have the same energy apart from the applied field, and the attraction of a vacancy to its image in a metal electrode is left out. The second and fourth need estimates, made below. A uniform ferroelectric polarization adds no bulk charge; its depolarizing effect is already contained in $F$. I use SI-based device units, since nanometres and volts are natural here.

**Q:** You have exchanged one unknown length for two unknown transport coefficients. Where does temperature enter?

**A:** Through the hops. Take planes a distance $a$ apart. A hop toward the cathode lowers the energy by $zeFa$. Define

$$g=\frac{zeFa}{kT},$$

with $k$ Boltzmann's constant and $T$ the temperature. For a barrier midway between planes, the field lowers it by $zeFa/2$ for a hop toward the cathode and raises it by as much for the reverse hop. The two rates are therefore $\Gamma e^{g/2}$ and $\Gamma e^{-g/2}$, where $\Gamma$ is the zero-field rate in each direction.

Let $N_j$ be the number of vacancies per area on plane $j$, counted from the cathode. The net flux from plane $j$ to plane $j+1$ is

$$J=\Gamma\left(e^{-g/2}N_j-e^{g/2}N_{j+1}\right).$$

If $n$ varies little over one spacing, expand about the midpoint between the planes: $N_j\simeq a(n-an'/2)$ and $N_{j+1}\simeq a(n+an'/2)$, with $n'=dn/dx$. Then

$$J\simeq-2\Gamma a\sinh(g/2)\,n-\Gamma a^2\cosh(g/2)\,n'.$$

For small $g$, $2\sinh(g/2)\simeq g$ and $\cosh(g/2)\simeq1$. The drift speed is $\mu F=\Gamma ag$ and $D=\Gamma a^2$. Their ratio gives the Einstein relation and the length:

$$\frac{D}{\mu}=\frac{aF}{g}=\frac{kT}{ze},\qquad \ell=\frac{kT}{zeF}=\frac{V_T}{zF},\qquad V_T=\frac{kT}{e}.$$

**Q:** So the accumulation length is not simply thermal voltage divided by field?

**A:** It is for $z=1$. For a doubly charged vacancy it is half of $V_T/F$. The thermal voltage is defined with one elementary charge, while the vacancy gains energy $zeFx$ in moving a distance $x$ toward the cathode. Over the length $\ell$ that energy is $kT$.

Take $z=2$, $T=300$ K and $F=0.1$ MV/cm. Then $V_T=25.852$ mV and, since $0.1$ MV/cm is $10$ mV/nm,

$$\frac{V_T}{F}=\frac{25.852\ \text{mV}}{10\ \text{mV/nm}}=2.585\ \text{nm},\qquad
\ell=\frac{2.585\ \text{nm}}2=1.293\ \text{nm}.$$

These and the following inputs are round model parameters, not those of a named material.

**Q:** An exponential has an infinite tail, but your film ends at $L$. Does that alter the length?

**A:** It alters the amplitude and the mean depth, but not the decay length. Let $N$ be the fixed total number of vacancies per area. Conservation requires

$$N=\int_0^L n(0)e^{-x/\ell}dx=n(0)\ell\left(1-e^{-L/\ell}\right),$$

so

$$n(x)=\frac{N}{\ell}\,\frac{e^{-x/\ell}}{1-e^{-L/\ell}}.$$

Subtracting the end densities gives $n(0)-n(L)=N/\ell$. Thus $N/[n(0)-n(L)]$ equals $\ell$ for every thickness in this continuum model.

The mean depth $d$ is a different quantity. Integration by parts gives

$$\int_0^L xe^{-x/\ell}dx=-\ell Le^{-L/\ell}+\ell^2\left(1-e^{-L/\ell}\right).$$

Multiplying by $n(0)/N=1/[\ell(1-e^{-L/\ell})]$ yields

$$d=\ell-\frac{Le^{-L/\ell}}{1-e^{-L/\ell}}
=\ell-\frac{L}{e^{L/\ell}-1}.$$

For $L\gg\ell$ the last term is exponentially small and $d\to\ell$. For $L\ll\ell$, use $1/(e^u-1)=1/u-1/2+u/12+\cdots$ with $u=L/\ell$:

$$d=\frac L2-\frac{L^2}{12\ell}+\cdots .$$

A weak field leaves the vacancies almost uniform, so their mean depth approaches the middle of the film.

**Q:** Does a real thickness put us in the first limit or the second?

**A:** That depends on the voltage $FL$, because $L/\ell=zFL/V_T$. Take $L=10$ nm. At $0.01$ MV/cm the voltage is $0.010$ V, $V_T/F=25.85$ nm and $\ell=12.93$ nm. The decay length exceeds the thickness, and the mean depth is $4.36$ nm. There is a density gradient, but no separate layer at the cathode.

At $0.1$ MV/cm, $L/\ell=7.74$ and $d=1.288$ nm, close to $\ell$. The fraction within a distance $x$ is

$$\frac1N\int_0^x n(y)dy=\frac{1-e^{-x/\ell}}{1-e^{-L/\ell}}.$$

It is $0.632$ at $x=\ell$ and $0.865$ at $x=V_T/F=2\ell$. Thermal voltage divided by field therefore marks a real depth in the profile, but for $z=2$ the density there has fallen by $e^{-2}$, not by $e^{-1}$.

**Q:** You have found a state with no current. Why should the film ever reach it?

**A:** Hold $F$ constant, with $D$ and $\mu$ independent of position. Write the flux as $J=-D(n'+n/\ell)$, differentiate in time and substitute $\partial n/\partial t=-J'$:

$$\frac{\partial J}{\partial t}=D\left(J''+\frac{J'}{\ell}\right).$$

Now set $J=e^{-x/2\ell}\phi(x,t)$. Its derivatives are

$$J'=e^{-x/2\ell}\left(\phi'-\frac{\phi}{2\ell}\right),\qquad
J''=e^{-x/2\ell}\left(\phi''-\frac{\phi'}{\ell}+\frac{\phi}{4\ell^2}\right).$$

The terms in $\phi'$ cancel, leaving

$$\frac{\partial\phi}{\partial t}=D\left(\phi''-\frac{\phi}{4\ell^2}\right),\qquad \phi(0,t)=\phi(L,t)=0.$$

The functions $\sin(m\pi x/L)$, $m=1,2,\ldots$, satisfy the boundary conditions and form a complete set for $\phi$. Their decay rates are

$$\lambda_m=D\left[\frac1{4\ell^2}+\left(\frac{m\pi}{L}\right)^2\right]>0.$$

Every current mode dies away. The equation $J=0$ is then of first order in $x$, so its solution has one constant, which $N$ fixes. The final density is unique.

With the chosen value $D=10^{-20}$ m²/s $=0.01$ nm²/s, the slowest rate at $0.1$ MV/cm gives

$$\frac1{\lambda_1}=\frac{1}{0.01\left[1/(4\times1.2926^2)+(\pi/10)^2\right]}\ \text{s}\simeq403\ \text{s}.$$

At this field the steady profile needs a field held for several such times. The vacancies must also drift across the film, which takes $L/(\mu F)=L\ell/D$, here about $1300$ s. This equals $L/(4\ell)+\pi^2\ell/L$ times $1/\lambda_1$, so for $L\gg\ell$ the transit time, not $1/\lambda_1$, sets the wait. It should not be assigned to a film whose field reverses much faster than this.

**Q:** At a field near $1$ MV/cm your length will be smaller than an atomic spacing. What can an exponential mean then?

**A:** It becomes a rule for the populations of successive planes. With $a=0.25$ nm, that field gives $V_T/F=0.2585$ nm, $\ell=0.1293$ nm and $g=a/\ell=1.934$. The continuum expansion has failed, but the hopping balance has not. Blocking makes the net flow across each pair of neighbouring planes zero:

$$\Gamma e^{-g/2}N_j=\Gamma e^{g/2}N_{j+1},\qquad
\frac{N_{j+1}}{N_j}=e^{-g}=e^{-a/\ell}.$$

The envelope length is still $\ell$. Moving the barrier away from the midpoint would multiply both rates by the same field-dependent factor, which cancels from this ratio. Here the ratio is $0.145$: most vacancies sit on the first plane, and each next plane holds about one seventh as many.

**Q:** But suppose I measure the drift speed and the diffusion coefficient at that strong field. Surely their ratio must give the decay length.

**A:** Not once $g$ is of order one. Consider a packet far from the faces. Hops in the two directions are independent random events at constant rates, so the variance of each count equals its mean. The drift speed $v$ is $a$ times the difference of the rates, and the variance of position grows at $a^2$ times their sum, which defines $2D(F)$:

$$v(F)=2\Gamma a\sinh(g/2),\qquad
D(F)=\Gamma a^2\cosh(g/2).$$

Therefore

$$\frac{D(F)}{v(F)}=\frac a2\coth\frac g2.$$

For small $g$ this tends to $a/g=\ell$. For large $g$ it tends to $a/2$, while $\ell=a/g$ continues to shrink. At $1$ MV/cm the ratio is $0.167$ nm, against the envelope length $0.129$ nm. The coefficients describe the packet correctly. What fails is their use in a gradient expansion when the density changes by a factor of seven between planes.

**Q:** Then does $D/v$ describe anything in the steady film?

**A:** It gives the mean depth in a thick film, if depth is measured from a wall half a spacing before the first plane. Let there be $M$ planes at $x_j=(j+1/2)a$, $j=0,\ldots,M-1$, with $L=Ma$. Put $r=e^{-g}$ and $S=\sum_{j=0}^{M-1}r^j=(1-r^M)/(1-r)$. The probability of plane $j$ is $r^j/S$, and hence

$$\langle j\rangle=r\frac{d\ln S}{dr}
=\frac{r}{1-r}-\frac{Mr^M}{1-r^M}
=\frac1{e^g-1}-\frac{M}{e^{Mg}-1}.$$

Multiplying by $a$, adding $a/2$, and using $Mg=L/\ell$ gives

$$d_{\rm hop}=\frac a2+\frac a{e^g-1}-\frac{L}{e^{L/\ell}-1}
=\frac a2\coth\frac g2-\frac{L}{e^{L/\ell}-1}.$$

The last term is negligible at $1$ MV/cm, so $d_{\rm hop}=0.167$ nm. The first plane itself is at $0.125$ nm; the rest of the mean depth comes from the sparse planes behind it. At $0.1$ MV/cm, where $g=0.193$, the hopping and continuum mean depths are $1.292$ and $1.288$ nm, and the distinction hardly matters.

**Q:** You call the vacancies noninteracting, yet you pile up positive charge at one face. When does its field spoil the result?

**A:** Use Poisson's equation in the mean-field approximation, with the charge averaged over the film's area. Let $\varepsilon$ be the film's linear permittivity, without the switching polarization. Let $G(x)$ be the field toward the cathode and $F$ its mean, fixed by the voltage when the electrodes screen perfectly, as assumed from here on. Electrodes with a finite screening length, which is what lets a depolarizing field survive, take part of the voltage. Vacancy charge near the cathode then lowers the mean field in the film, changes the ratio of the end densities and reduces the shifts found below. With no compensating charge inside the film,

$$\frac{dG}{dx}=-\frac{ze}{\varepsilon}n.$$

The minus sign appears because the field points toward negative $x$. With $A(x)=\int_0^x n(y)dy$, integration gives $G(x)=G(0)-zeA(x)/\varepsilon$. Exchanging the order of integration gives

$$\int_0^L A(x)dx=\int_0^L(L-y)n(y)dy=N(L-d),$$

where $d$ is now the self-consistent mean depth. Averaging $G$ over the film and requiring the result to be $F$ yields

$$\frac{G(0)}F=1+s\left(1-\frac dL\right),\qquad
\frac{G(L)}F=1-s\frac dL,\qquad
s=\frac{zeN}{\varepsilon F}.$$

Since $G$ falls steadily from the first value to the second, $|G-F|\le sF$. The local decay length is $kT/(zeG)$, so $s\ll1$ keeps it close to $\ell$ throughout the film.

**Q:** Positive charges repel one another. Should the layer not become wider?

**A:** At fixed voltage it contracts near the cathode. The electrodes adjust their charge to keep the mean field at $F$. The field therefore rises on the cathode side of the vacancy charge and falls on the other side.

The change can be followed through zero flux, $n'=-zeGn/(kT)$. Integrate over the film and replace $n$ by $-\varepsilon G'/(ze)$:

$$n(0)-n(L)=\frac{ze}{kT}\int_0^L Gn\,dx
=\frac{\varepsilon}{2kT}\left[G(0)^2-G(L)^2\right].$$

Factor the difference of squares and use $G(0)-G(L)=zeN/\varepsilon$:

$$n(0)-n(L)=\frac{zeN}{kT}\,\frac{G(0)+G(L)}2
=\frac N\ell\left[1+s\left(\frac12-\frac dL\right)\right].$$

Hence

$$\frac{N}{n(0)-n(L)}=\frac{\ell}{1+s(1/2-d/L)}.$$

The bracket exceeds one when $d<L/2$. The ratio of the end densities is unchanged: integrating $n'/n$ gives $n(L)/n(0)=e^{-zeFL/kT}$, because the voltage is fixed.

For relative permittivity $30$, $N=2\times10^{13}$ m⁻² and $0.1$ MV/cm, $s=0.0024$. The contact length $N/[n(0)-n(L)]$ is $1.291$ nm, close to $\ell=1.293$ nm. With a hundred times more vacancies, $s=0.241$ and the cathode field is $1.211F$. The nonlinear numerical solution has $d/L=0.12514$, and with this value the formula gives

$$\frac{1.2926\ \text{nm}}{1+0.24127(0.5-0.12514)}=1.185\ \text{nm},$$

which matches the end densities of the same solution. This is about 8% below $\ell$, while the mean depth, $1.251$ nm, is about 3% below its noninteracting value. Both shifts are mean-field values. At this density the vacancies are about 22 nm apart, more than the film's thickness, so treating them as separate point charges would change the size of the shifts. At this field $s=1$ is reached at $8.29\times10^{15}$ m⁻², or $8.29\times10^{23}$ m⁻³ averaged over the film. Lowering the field raises $s$ in inverse proportion. The uniform-field profile thus needs an uncompensated density well below this value. A film with $10^{25}$ m⁻³ uncompensated vacancies has $s\simeq12$ at this field, and the density must then be found together with Poisson's equation and any compensating electrons or acceptors.

**Q:** You also dropped the image attraction. Being dilute does not remove that.

**A:** It does not, and here the omission is serious. Near an ideal metal face, ignoring the far electrode, a vacancy at depth $x$ has an image of opposite charge at distance $2x$. The attractive force is $(ze)^2/[4\pi\varepsilon(2x)^2]$. It equals the applied force $zeF$ at

$$x_{\rm im}=\sqrt{\frac{ze}{16\pi\varepsilon F}}=\frac1{\sqrt{16\pi N_1}},\qquad N_1=\frac{\varepsilon F}{ze}.$$

Here $N_1$ is the areal density for which $s=1$. The value $8.29\times10^{15}$ m⁻² gives $x_{\rm im}\simeq1.5$ nm at $0.1$ MV/cm, which is larger than $\ell$. Since $x_{\rm im}$ varies as $F^{-1/2}$, it is about $0.5$ nm at $1$ MV/cm, again larger than $\ell$.

The computed profiles therefore belong to the uniform-field model. With ideal metal faces, image attraction would draw more vacancies into the first nanometre or so at the cathode and, in a weak field, would also hold some at the far face. A continuum image potential itself fails at atomic distances. The slope set by $V_T/(zF)$ can be expected where $x\gg x_{\rm im}$ and the far electrode is also distant. At $0.01$ MV/cm, $x_{\rm im}$ is about half the film, so no such region exists in this example.

**Q:** If I measured a vacancy profile, what would I then compare with thermal voltage divided by field?

**A:** Compare the logarithmic slope of the density with $-zF/V_T$, using the local field, at depths far from both electrodes where enough vacancies remain to be measured. In a thin film with ideal metal faces, image attraction can leave such depths nearly empty, and the comparison may then be impossible. A mean depth also contains the film thickness, the plane spacing and any binding at the interface. A slope that disagrees need not mean a different $z$: it may show an unfinished approach to the steady state or site energies that vary with depth. In the mean-field approximation, space charge causes no mismatch once the local field is used; correlations between separate vacancies, which that approximation leaves out, can cause one. Crowding is a separate limit. In the example the plane occupancy is at most $Na^2=1.25\times10^{-6}$, for one site per area $a^2$, so exclusion between vacancies is negligible there. The numerical output lists the lengths for all three fields.

## Table of computed values

```
Charge number z = 2; temperature = 300 K
Film thickness = 10.00 nm; plane spacing = 0.25 nm
Relative permittivity = 30
Vacancies per area N = 2.00e+13 m^-2
Mean volume density = 2.000e+21 m^-3
Plane occupancy bound N a^2 = 1.25e-06 (one site per a^2)
Thermal voltage = 25.852 mV
Field = 0.01 MV/cm; voltage = 0.010 V
  V_T/F = 25.8520 nm; ell = 12.9260 nm
  L/ell = 0.7736; a/ell = 0.0193
  Continuum mean depth = 4.3616 nm
  Hopping envelope length = 12.9260 nm
  Hopping mean depth from wall = 4.3620 nm
  Hopping D(F)/v(F) = 12.9264 nm
  Next-plane/first-plane ratio = 0.9808
  Continuum density at cathode = 2.872e+21 m^-3
  Self-field strength s = 0.02413
Field = 0.10 MV/cm; voltage = 0.100 V
  V_T/F = 2.5852 nm; ell = 1.2926 nm
  L/ell = 7.7363; a/ell = 0.1934
  Continuum mean depth = 1.2882 nm
  Hopping envelope length = 1.2926 nm
  Hopping mean depth from wall = 1.2923 nm
  Hopping D(F)/v(F) = 1.2966 nm
  Next-plane/first-plane ratio = 0.8241
  Continuum density at cathode = 1.548e+22 m^-3
  Self-field strength s = 0.00241
  Fraction within ell = 0.6324
  Fraction within V_T/F = 0.8650
Field = 1.00 MV/cm; voltage = 1.000 V
  V_T/F = 0.2585 nm; ell = 0.1293 nm
  L/ell = 77.3635; a/ell = 1.9341
  Continuum mean depth = 0.1293 nm
  Hopping envelope length = 0.1293 nm
  Hopping mean depth from wall = 0.1672 nm
  Hopping D(F)/v(F) = 0.1672 nm
  Next-plane/first-plane ratio = 0.1446
  Continuum density at cathode = 1.547e+23 m^-3
  Self-field strength s = 0.00024
Diffusion coefficient = 1.0e-20 m^2/s
Slowest relaxation time at 0.10 MV/cm = 402.7 s
Self-field case at 0.10 MV/cm: N = 2.00e+13 m^-2
  s = 0.00241; cathode field/F = 1.00210
  N/[n(0)-n(L)] = 1.2914 nm; mean depth = 1.2878 nm
Self-field case at 0.10 MV/cm: N = 2.00e+15 m^-2
  s = 0.24127; cathode field/F = 1.21108
  N/[n(0)-n(L)] = 1.1854 nm; mean depth = 1.2514 nm
Areal density for s = 1 at 0.10 MV/cm = 8.290e+15 m^-2
```
